\section*{Interpolation order and saddle accuracy in the string method}

\section{A straight channel}

An atom hops between two sites along a straight channel. Let $u$ be the distance along the channel measured from the saddle and $n$ the distance across it. Near the saddle take
\begin{equation}
V=V_s-\tfrac12\mu u^2+\tfrac12 k n^2,\qquad \mu,k>0 .
\end{equation}
We want the saddle without knowing where it is, so we lay a chain of images from one site to the other and move each by steepest descent, $\mathbf x\to\mathbf x-\tau\nabla V$. Energies are in eV and lengths in nm, so the step $\tau$ has the unit nm$^2$/eV. One step gives
\begin{equation}
n\to(1-k\tau)n,\qquad u\to(1+\mu\tau)u .
\end{equation}
The first result is what we want: for $0<k\tau<2$ the chain settles onto the channel axis. The second ruins the scheme. Every image not already at $u=0$ runs away from the saddle, and the chain drains into the two minima.

The cure is to treat the images as markers on a curve. Sliding along the curve does not change its shape, so after each step the markers may be put back at equal spacing. Call the moved images $\mathbf x_i^*$, $i=0,\dots,N$, and define
\begin{equation}
s_0=0,\qquad s_i=s_{i-1}+|\mathbf x_i^*-\mathbf x_{i-1}^*| .
\end{equation}
The new images are the values at $s=i\,s_N/N$ of an interpolant through the points $(s_i,\mathbf x_i^*)$. Arc length is thus measured by summed chords. The end images stay in the minima.

On a straight axis, linear interpolation returns the markers to the axis without error. If the path bends, the order of interpolation matters.

\section{The same channel, bent}

Bend the axis into an arc of radius $R$ and use polar coordinates:
\begin{equation}
V=W(\theta)+\tfrac12k(r-R)^2,\qquad u=R\theta .
\end{equation}
From here on $u$ is measured from the initial minimum. The gradient has radial component $k(r-R)$ and tangential component $W'(\theta)/r$. The radial part vanishes on $r=R$, so the arc is a steepest-descent line and is the minimum-energy path. At a stationary point on it the Hessian is diagonal, with entries $k$ and $R^{-2}W''(\theta)$. The saddle is the maximum of $W$, where the second entry is $-\mu$.

For the profile, let $L$ be the arc length, $p=u/L$, and
\begin{equation}
\frac{dW}{dp}=Ap(p_s-p)(1-p).
\end{equation}
There are minima at $p=0,1$ and a maximum at $p_s$. Integration from zero gives
\begin{equation}
W=A\left[\frac{p_sp^2}{2}-\frac{(1+p_s)p^3}{3}+\frac{p^4}{4}\right],
\end{equation}
so the barrier is
\begin{equation}
W(p_s)=Ap_s^3\left(\frac12-\frac13-\frac{p_s}{3}+\frac{p_s}{4}\right)=\frac{Ap_s^3(2-p_s)}{12}.
\end{equation}
Differentiating the slope at $p_s$ leaves only the term in which $(p_s-p)$ is differentiated, hence $\mu=Ap_s(1-p_s)/L^2$.

The parameters are round model values, not those of a particular material: $R=0.2$ nm, opening angle 1.5 rad, $p_s=0.4$, barrier 0.8 eV ($1.28\times10^{-19}$ J), $k=2000$ eV/nm$^2$ and $\tau=10^{-5}$ nm$^2$/eV. Then $L=0.2\times1.5=0.3$ nm, and
\begin{equation}
A=\frac{12\times0.8}{0.4^3\times1.6}=93.75\ \text{eV},\qquad
\mu=\frac{93.75\times0.24}{0.3^2}=250\ \text{eV/nm}^2 .
\end{equation}

\section{What linear redistribution does}

Let $v=-dW/du$, which is the tangential force and also the displacement per unit $\tau$. Let $\delta=r-R$ be the offset of an image, $h=L/N$ the spacing, and $a=|v|\tau$ the distance moved in one step. Assume $a<h\ll R$ and $k\tau\ll1$. Three things happen in a cycle.

\emph{Descent across the channel.} The offset shrinks from $\delta$ to $(1-k\tau)\delta$.

\emph{Descent along the channel.} The step follows the tangent, not the arc. An image on the arc ends at radius
\begin{equation}
\sqrt{R^2+a^2}\simeq R+\frac{a^2}{2R},
\end{equation}
which is an outward error.

\emph{Redistribution.} In the stationary state the image must return to its old place along the string, a distance $a$ back towards its upstream neighbour, the one nearer the saddle. Linear interpolation puts it on the chord joining the two moved images, at distances $a$ and $h-a$ from the ends. For a point at radius $r$ inside a circle, the product of the two parts of any chord through it equals $(R-r)(R+r)$. Hence
\begin{equation}
a(h-a)=(R-r)(R+r)\simeq2R(R-r),\qquad R-r\simeq\frac{a(h-a)}{2R},
\end{equation}
which is an inward error. Moving upstream also mixes in the neighbour's offset, which changes $\delta$ by $-v\tau\,d\delta/du$ to leading order.

Stationarity requires the three to balance:
\begin{equation}
\delta=(1-k\tau)\delta+\frac{a^2}{2R}-v\tau\frac{d\delta}{du}-\frac{a(h-a)}{2R}.
\end{equation}
Cancel $\delta$, divide by $\tau$, and use $a^2-a(h-a)=-a(h-2a)$:
\begin{equation}
k\delta+v\frac{d\delta}{du}=-\frac{|v|\,(h-2|v|\tau)}{2R}.
\label{lin}
\end{equation}

The left side has a direct meaning. In local axes along and across the arc, the string has normal $(-d\delta/du,1)$ and the gradient is $(-v,k\delta)$. Their product is $k\delta+v\,d\delta/du$, which for small slopes is minus the force normal to the string. A converged linear string therefore carries a residual normal force of order $h$, and further iteration cannot remove it. As $\tau\to0$ the right side becomes $-|v|h/(2R)$: many small steps mean many small chord cuts, and their sum per unit $\tau$ stays finite. The two errors cancel where $h=2|v|\tau$, but $v$ varies along the path, so this is no cure.

To solve \eqref{lin}, let $x$ be the distance from the saddle on either side, $w=|v|$ and $g=(h-2w\tau)/(2R)$. Then $w\,d\delta/dx+k\delta=-wg$. Dividing by $w$ and using the integrating factor $\exp(k\int dx/w)$ gives
\begin{equation}
\delta(x)=-\int_0^x g(x')\exp\left[-k\int_{x'}^{x}\frac{dx''}{w(x'')}\right]dx' .
\end{equation}
The string remembers chord cuts made upstream for a descent time of about $1/k$. In a stiff channel this memory is short and $\delta\simeq-wg/k$.

With 81 intervals, $h=0.003704$ nm, and the largest slope along the path is $w=20.52$ eV/nm. The predicted largest normal force is
\begin{equation}
\frac{20.52\,(0.003704-0.000410)}{0.4}=0.169\ \text{eV/nm}.
\end{equation}
The converged string has 0.168 eV/nm. The stiff estimate of the offset, $0.169/2000=8.4\times10^{-5}$ nm, compares with a largest image offset of $8.3\times10^{-5}$ nm. Integrating \eqref{lin} without the stiff approximation reproduces the offsets of all images to within about 1\% of the largest one.

There is a limit at the other end of the path. Let $y$ be the distance to a minimum whose curvature along the path is $\lambda$, so that $w=\lambda y$. Put $\delta=-cy$ and neglect $\tau$. Since $y$ decreases downstream, $v\,d\delta/du=+\lambda cy$, and \eqref{lin} gives
\begin{equation}
\lambda c-kc=-\frac{\lambda h}{2R},\qquad c=\frac{\lambda h}{2R(k-\lambda)} .
\end{equation}
This is a leading-order limit, since $w=\lambda y$ holds only very near the minimum. At the final minimum $\lambda=625$ eV/nm$^2$, and for 81 intervals $c=4.2\times10^{-3}$. For small $\tau$ the last free image has $-\delta/y\simeq3.8\times10^{-3}$, and the ratio falls further upstream. The linear approach needs $k>\lambda$. If the channel is softer across than along the path near a minimum, offsets die out more slowly than the distance to the minimum and the estimate fails.

\section{Why the saddle suffers less}

The source in \eqref{lin} is proportional to $|v|$, which vanishes at the saddle. The accuracy there follows from the two images on either side. Let the right one be at distance $\alpha h$ and the left one at $\beta h$, with $\alpha+\beta=1$. They move apart by $\mu\tau\alpha h$ and $\mu\tau\beta h$, and each is the other's upstream neighbour. Keeping terms linear in $\tau$, the chord cut on the right is $\mu\tau\alpha h\cdot h/(2R)$ and the weight of the left image is $\mu\tau\alpha$. With $q=h^2/(2R)$, stationarity reads
\begin{align}
(k+\mu\alpha)\delta_R-\mu\alpha\,\delta_L&=-\mu\alpha q,\\
-\mu\beta\,\delta_R+(k+\mu\beta)\delta_L&=-\mu\beta q .
\end{align}
The determinant is $k^2+k\mu(\alpha+\beta)=k(k+\mu)$, because the $\mu^2\alpha\beta$ terms cancel. Cramer's rule gives
\begin{equation}
\delta_R=\frac{-\mu\alpha q(k+\mu\beta)-\mu^2\alpha\beta q}{k(k+\mu)}
=-\frac{h^2}{2R}\,\frac{\mu\alpha(k+2\mu\beta)}{k(k+\mu)},
\end{equation}
and $\delta_L$ follows by exchanging $\alpha$ and $\beta$. The offset beside the saddle is of order $h^2$, one order better than on the slopes.

For 81 intervals $\alpha=0.598$, so $q=3.43\times10^{-5}$ nm and $\delta_R=-2.51\times10^{-6}$ nm; the string gives $-2.52\times10^{-6}$ nm. This is about thirty times smaller than the largest offset on the same string.

\section{Cubic redistribution and what it leaves behind}

The chord cut disappears if the interpolant can bend, so replace the chords by a cubic spline. Its error is needed twice below, so we derive it. On a uniform grid let $f$ have constant fourth derivative $f''''$, let $\sigma$ be the fractional position in a cell, and consider
\begin{equation}
e=\frac{f''''h^4}{24}\,\sigma^2(1-\sigma)^2 .
\label{spl}
\end{equation}
Its quartic term matches that of $f$, so $f-e$ is cubic in each cell. At the nodes $e$ and its slope vanish, and its second derivative is $f''''h^2/12$ from both sides. Thus $f-e$ is a piecewise cubic with continuous second derivative that passes through the data: it is a spline, and $e$ is its error.

Other end conditions add a spline that is zero at all nodes, with node slopes $m_i$. Its second derivative at node $i$ is $(2m_{i-1}+4m_i)/h$ from the left and $-(4m_i+2m_{i+1})/h$ from the right. Equating them gives $m_{i-1}+4m_i+m_{i+1}=0$, whose decaying solution shrinks by $2-\sqrt3\simeq0.27$ per cell with alternating sign. The ends matter little a few cells inside.

Redistribution evaluates the spline at $\sigma=a/h$ from a node. For an arc the fourth derivative of position has size $1/R^3$, so for $a\ll h$ the error is about $a^2h^2/(24R^3)$. Relative to the tangent-step error $a^2/(2R)$ this is $h^2/(12R^2)$, or 0.2\% with 11 intervals. Near the ends of the string the end disturbance adds an error linear in $a$. With 11 intervals it is comparable with the tangent-step error at the images next to the ends, but it fades quickly inwards and as images are added. Where it is negligible, the tangent-step error is left alone, and the balance becomes
\begin{equation}
k\delta+v\frac{d\delta}{du}=+\frac{v^2\tau}{2R}.
\label{cub}
\end{equation}

At the present step the string now lies outside the arc, by an amount set mainly by $\tau$ and not by $h$. The largest normal force should be $20.52^2\times10^{-5}/0.4=0.0105$ eV/nm, which is what the 81-interval string shows. The path error stays between $5.1$ and $5.4\times10^{-6}$ nm from 11 to 81 intervals, so adding images does not improve it. Doubling $\tau$ at 41 intervals doubles it, from $5.12\times10^{-6}$ to $1.025\times10^{-5}$ nm.

The saddle escapes this error. Near it $v^2=\mu^2x^2$; inserting $\delta=Cx^2$ into \eqref{cub} gives $(k+2\mu)C=\mu^2\tau/(2R)$. The offset vanishes at $x=0$, as it should, since a point with zero gradient is not moved by a descent step of any length. In this solution its slope vanishes there too. Doubling $\tau$ shifted the computed saddle by only $4\times10^{-10}$ nm.

The laws also say what a force tolerance costs. Suppose the normal force must fall below 0.1 eV/nm. Linear redistribution at the present $\tau$ needs
\begin{equation}
h<\frac{2R\times0.1}{w}+2w\tau=0.00195+0.00041=0.00236\ \text{nm},
\end{equation}
or about 128 intervals. Cubic redistribution needs $\tau<2R\times0.1/w^2=9.5\times10^{-5}$ nm$^2$/eV, which the present step satisfies with any number of images that resolves the path.

\section{Reading the barrier is a second interpolation}

A good string can still give a poor barrier. The simplest reading is the energy of the highest image. If that image is a distance $d$ from the saddle, the barrier is too low by $\mu d^2/2$, at worst $\mu h^2/8$ for $d=h/2$. The interval counts 11, 21, 41 and 81 all put the saddle at $\sigma=0.4$ of its cell, so that orders can be compared. For 11 intervals $d=0.4\times0.3/11=0.0109$ nm and the estimate is $-0.0149$ eV. The cubic string gives $-0.0145$ eV and the linear one $-0.0147$ eV. Better redistribution hardly helps, because this error comes from the reading.

Instead, put a cubic spline through the image energies as a function of $s$ and take its maximum. Here $W$ is a quartic with $W''''=6A/L^4$, so \eqref{spl} gives
\begin{equation}
\Delta E=-\frac{6A}{24N^4}\,\sigma^2(1-\sigma)^2=-\frac{1.35\ \text{eV}}{N^4}.
\end{equation}
For $N=81$ this is $-3.14\times10^{-8}$ eV, in agreement with the cubic string. For $N=11$ it gives $-9.2\times10^{-5}$ eV against $-8.6\times10^{-5}$ eV found; the difference is the end disturbance, four cells away. A spline through the exact $W$ at equal spacing gives $-9.2\times10^{-5}$ eV with exact end slopes and $-8.6\times10^{-5}$ eV with the not-a-knot ends used here.

The linear string read in the same way is also fourth order, with an observed order of 3.995. Its offset beside the saddle is of order $h^2$ and enters the energy as $k\delta^2/2$, of order $h^4$, so the offset energy does not lower the order. At 81 intervals its error, $-2.94\times10^{-8}$ eV, is even slightly smaller than that of the cubic string. The offset energy raises the two neighbouring images by 3 and $6\times10^{-9}$ eV, which offsets part of the spline error. This explains only part of the small advantage. The rest comes from the spline coordinate, because the summed chords of the offset string differ slightly from distances along the arc. The advantage is a partial cancellation, not better geometry.

The position of the saddle does distinguish the two. Differentiating \eqref{spl} with respect to length gives the slope error $W''''h^3\sigma(1-\sigma)(1-2\sigma)/12$. Near the saddle the true slope is $-\mu$ times the displacement, so the spline maximum is displaced by
\begin{equation}
|\Delta u|=\frac{W''''h^3}{12\mu}\,\sigma(1-\sigma)\,|1-2\sigma| .
\end{equation}
For $N=81$, $W''''h^3=6A/(LN^3)=3.53\times10^{-3}$ eV/nm. Multiplying by $0.048/12$ and dividing by 250 eV/nm$^2$ gives $5.6\times10^{-8}$ nm; the cubic string has $5.7\times10^{-8}$ nm. This leading term vanishes if the saddle lies on an image or midway between two, so an error measured at those positions would be much smaller than the general one and would not represent it.

The linear string has the same kind of displacement plus its normal offset, which dominates: its position error is $1.5\times10^{-6}$ nm. The observed orders are 2.01 for linear and 3.00 for cubic redistribution.

For a hop rate proportional to $\exp(-E/k_BT)$ with a fixed prefactor, the highest-image error at 11 intervals and 1200 K multiplies the rate by
\begin{equation}
\exp(0.0145/0.1034)=1.15 .
\end{equation}
The energy spline uses the same image energies and, for this cubic string with 11 intervals, reduces the barrier error by a factor of about 170.

\section{The number of iterations}

Does the better interpolant also converge faster? Consider small changes of the offsets on a linear string, with the positions along it held at their stationary values. For the saddle pair, the matrix on the left of the two balance equations has trace $2k+\mu$ and determinant $k(k+\mu)$, so its decay rates are $k$ and $k+\mu$. Each image further down depends on itself and its upstream neighbour, and its own decay rate is $k+|v|/h$, to leading order in $\tau$. The slowest rate is $k$. The change per cycle therefore shrinks by $1-k\tau=0.98$, about 114 iterations per factor of ten, whatever the number of images.

The spline couples images in both directions, so this argument does not carry over, and the rate was measured. At 81 intervals the mean decay rate while the displacement per cycle falls from $10^{-7}$ to $10^{-11}$ nm, relative to $-\ln(1-k\tau)$, is 0.994 for linear and 0.985 for cubic redistribution. Both strings need close to 1150 iterations to the same displacement threshold, with 11 or with 81 intervals. In this model the interpolation order thus changes where the string converges to, and hardly how fast. A stopping rule based on the normal force would hide this: the linear string would appear to stall, although it has reached its own fixed point.

\section{The resulting scheme and its range}

The choices follow from the errors they remove. Descend with $k\tau$ well below 2, where $k$ is the stiffest curvature met. Redistribute with a cubic spline. Stop on the displacement per cycle, and check the normal force separately. Read the barrier from a spline through the image energies. If only the barrier is wanted, linear redistribution with this reading is about as accurate as cubic redistribution in the present model. The exception is a saddle that falls on an image: there the leading spline error vanishes, both errors become far smaller, and the cubic one is the smaller. For the path and the saddle geometry, cubic redistribution is the more accurate at each number of images tabulated, all with the saddle at $\sigma=0.4$. With 10 intervals and the saddle on an image, the two saddle positions are about equally accurate. If the path away from the saddle must be more accurate than \eqref{cub} allows, reduce $\tau$, at the price of iterations in proportion to $1/\tau$. With few images the end disturbance of the spline then limits the gain, and images must be added as well.

The laws were derived and tested for an arc of constant curvature with a constant transverse stiffness. The chord argument is local, so on another smooth path $1/R$ should become the local curvature, but that extension was not tested here. The expansions fail when $h$ is comparable with the radius of a bend, when an image moves more than one spacing per step, or when the barrier top is too narrow for the images to resolve. The numerical output lists the values for all the strings.

\section*{Computed results}
\begin{verbatim}
channel radius R = 0.200 nm, opening angle = 1.50 rad
path length = 0.300 nm, saddle at path fraction 0.40
normal curvature k = 2000.0 eV/nm^2, step tau = 1.0e-05 nm^2/eV
k*tau = 0.0200 (no unit)
energy-profile amplitude A = 93.7500 eV
saddle curvature magnitude mu = 250.000 eV/nm^2
saddle x, y = 0.1650671, 0.1129285 nm
true barrier = 0.800000 eV = 1.28174e-19 J
reaction energy = -1.562500 eV
largest slope along path = 20.5221 eV/nm
columns: intervals; path error (nm); highest-image barrier error (eV);
  spline barrier error (eV); saddle-position error (nm)
linear  11 6.533e-04 -1.468e-02 -7.881e-05 8.594e-05
linear  21 3.449e-04 -4.082e-03 -6.473e-06 2.275e-05
linear  41 1.738e-04 -1.078e-03 -4.477e-07 5.903e-06
linear  81 8.322e-05 -2.768e-04 -2.944e-08 1.507e-06
cubic   11 5.393e-06 -1.453e-02 -8.576e-05 2.279e-05
cubic   21 5.085e-06 -4.034e-03 -6.938e-06 3.248e-06
cubic   41 5.123e-06 -1.064e-03 -4.777e-07 4.360e-07
cubic   81 5.131e-06 -2.733e-04 -3.136e-08 5.656e-08
observed orders in h from 21 to 81 intervals (no unit):
linear: path 1.053, highest image 1.994, spline barrier 3.995, position 2.011
cubic: path -0.007, highest image 1.994, spline barrier 4.000, position 3.001
linear residual normal force, 11 / 81 intervals = 1.34005 / 0.16848 eV/nm
linear force from fixed-point law, 81 = 0.16896 eV/nm
linear largest law mismatch / largest offset = 0.0112
linear iterations, 11 / 81 intervals = 1145 / 1144
linear decay rate / uniform-mode rate = 0.9936
cubic residual normal force, 11 / 81 intervals = 0.01029 / 0.01053 eV/nm
cubic force from fixed-point law, 81 = 0.01053 eV/nm
cubic largest law mismatch / largest offset = 0.0005
cubic iterations, 11 / 81 intervals = 1148 / 1150
cubic decay rate / uniform-mode rate = 0.9849
spacing at 81 intervals h = 0.003704 nm, alpha = 0.5976
straddling offsets, string = -1.7553e-06, -2.5185e-06 nm
straddling offsets, law = -1.7624e-06, -2.5061e-06 nm
spline barrier error from law, cubic 81 = -3.1361e-08 eV
cubic 41 path error, tau / 2 tau = 5.1229e-06 / 1.0250e-05 nm
saddle shift on doubling tau = 4.324e-10 nm
temperature = 1200 K, k_B T = 0.103408 eV
rate factor from highest image, cubic 11 = 1.1509 (no unit)
\end{verbatim}
